# Why Bias Splits Iron-Doped Strontium Titanate into p-Type and n-Type Regions

**Q.** I hold an iron-doped SrTiO$_3$ film at 500 K under constant voltage. The electrodes pass electrons but no oxygen. What charges must I keep track of before asking what the bias does?

**A.** There are four. Iron on titanium sites, with total density $A$, does not move. A fraction $f$ of it is Fe$^{4+}$, neutral relative to the lattice; the rest is Fe$^{3+}$, with relative charge $-1$. Oxygen vacancies, density $v$, carry $+2$ and are mobile. Free holes and electrons have densities $p$ and $n$. Over distances well above the screening length the film is neutral:

$$2v+p-n=A(1-f).$$

An Fe$^{4+}$ ion is an Fe$^{3+}$ ion with a trapped hole. I take trapping and electron–hole recombination to be in local equilibrium, with dilute carriers:

$$p=K\frac{f}{1-f},\qquad np=n_i^2 .$$

I call a region p-type if $p>n$ and n-type if $n>p$.

Take a film of thickness $L=1000$ nm with $A=10^{19}$ cm$^{-3}$ and initial Fe$^{4+}$ fraction $f_0=0.30$. A gap of 3.0 eV, an iron level 1.0 eV above the valence band and band densities $N_c=N_v=5\times10^{20}$ cm$^{-3}$, all rough, give $K=4.16\times10^{10}$ and $n_i=3.80\times10^{5}$ cm$^{-3}$. Initially $v_0=A(1-f_0)/2=3.5\times10^{18}$ and $p_0=1.8\times10^{10}$ cm$^{-3}$, so the film starts p-type throughout.

**Q.** The vacancies are positive, so they drift to the cathode. But if the flux is the same everywhere, why does the composition change at all?

**A.** In the interior it does not, at first. The change starts at the walls. Put the anode at $x=0$ and the cathode at $x=L$, measure the potential $\phi$ in units of $kT/e$, and let a prime mean $d/dx$. Diffusion and drift give the flux and the conservation law

$$J_v=-D_v(v'+2v\phi'),\qquad \partial_t v=-J_v'.$$

With $u=eU/kT$, the uniform film has $\phi'=-u/L$ and a flux $2D_vv_0u/L$ towards the cathode. At both walls the flux must be zero. The layer beside the anode therefore loses vacancies that nothing replaces, and the layer beside the cathode gains vacancies that cannot leave. The total is conserved, so the mean of $v$ stays at $v_0$.

**Q.** Why should missing vacancies make holes? Removing a positive ion could simply leave negative charge behind.

**A.** It would, and the resulting field would pull in positive charge until neutrality was restored. The iron cannot leave. Where $v$ falls below $A/2$, the neutrality equation needs other positive charge, or fewer negative iron ions. Holes supplied through the anode do this, mostly by turning Fe$^{3+}$ into Fe$^{4+}$. A larger $f$ means a larger $p$ through the trapping law.

At the cathode, arriving vacancies first remove Fe$^{4+}$: electrons enter and fill the trapped holes. Once $f$ and $p$ are negligible, neutrality reads

$$n=2v-A,$$

so any further vacancy excess is balanced by free electrons.

**Q.** What stops the process, and how is the final composition tied to my voltmeter?

**A.** In the steady state $J_v'=0$, so $J_v$ is uniform; it vanishes at the walls and hence everywhere. Dividing $v'+2v\phi'=0$ by $v$ gives

$$(\ln v+2\phi)'=0,\qquad \phi_a-\phi_c=\tfrac12\ln\frac{v_c}{v_a},$$

with $a$ and $c$ for the anode and cathode ends. A voltmeter reads the difference in Fermi level, not in $\phi$. For holes the corresponding quantity is $\eta=\ln p+\phi$ in units of $kT$. If each contact is in electronic equilibrium with the film next to it, $u=\eta_a-\eta_c$, and so

$$\frac{eU}{kT}=\ln\frac{p_a}{p_c}+\frac12\ln\frac{v_c}{v_a}.$$

The first term is a shift of the Fermi level relative to the bands; the second is the electrostatic drop.

**Q.** Could that equation be satisfied with the regions the other way round?

**A.** No. The hole current, divided by $e$, is $-D_p(p'+p\phi')=-D_pp\,\eta'$. For electrons it is $D_n(n'-n\phi')$. Since $n=n_i^2/p$, we have $n'=-np'/p$, and this becomes $-D_nn\,\eta'$. The total,

$$j=-(D_pp+D_nn)\eta',$$

is uniform and positive for current flowing from anode to cathode. Hence $\eta$ falls along the film.

With $1-f=K/(K+p)$, neutrality gives

$$v=\frac12\left(\frac{AK}{K+p}+\frac{n_i^2}{p}-p\right).$$

Every term decreases as $p$ increases. Zero vacancy flux makes $\phi=-\frac12\ln v$ plus a constant, so $\eta=\ln p-\frac12\ln v$ plus a constant. This rises strictly with $p$. Thus, as $\eta$ falls towards the cathode, $p$ falls and $v$ rises. Because the mean of $v$ is fixed, $v_a<v_0<v_c$ and therefore $p_a>p_0>p_c$. An initially p-type film stays p-type at the anode. The cathode end becomes less p-type, but that alone does not make it n-type.

**Q.** So a small bias gives no n-type region?

**A.** Correct. At 0.10 V, following the neutral film in time from its uniform state gives end fractions $f_a=0.443$ and $f_c=0.091$. From the trapping law, $p_a/p_c=0.796/0.0999=7.97$. Since $v\propto1-f$ here,

$$\ln7.97+\tfrac12\ln\frac{0.909}{0.557}=2.08+0.25=2.32.$$

Multiplying by $kT/e=43.1$ mV returns 0.10 V. That calculation blocks vacancies only at the walls; it does not impose zero flux inside the film, so it tests the voltage relation. Both ends remain p-type.

**Q.** How fast is that?

**A.** With $D_v=10^{-9}$ cm$^2$/s, the difference between the two end fractions reaches 90 % of its final value in about 0.1 s. That is not the relaxation time of the whole film. Vacancies and holes spread together with an effective diffusivity of about $0.4D_v$ here, which reaches only about 60 nm in 0.1 s. At that moment about three quarters of the change in the profile is still to come, and the profile needs about 1.4 s to come within 10 % of its final form. During the transient

$$u=\ln\frac{p_a}{p_c}+\frac12\ln\frac{v_c}{v_a}+\frac12\int_0^L\frac{J_v}{D_vv}\,dx,$$

because $J_v=-D_vv(\ln v+2\phi)'$. The end compositions can take up most of $u$ as soon as the integral is small, without the interior having reached its final profile. The 0.1 s therefore describes the two ends, not the whole profile.

**Q.** How do I know that blocking is the cause, rather than the bias itself?

**A.** Keep 0.10 V applied, start from the polarised film, and let the electrodes exchange oxygen so that $v=v_0$ at both walls. The calculated profile returns to $v_0$ throughout, with a remaining deviation of order $10^{-15}A$. A uniform vacancy flux can now enter at the anode and leave at the cathode, so nothing accumulates.

**Q.** What does the steady state look like when both regions exist?

**A.** There is a p-zone of width $x_p$ and an n-zone of width $x_n=L-x_p$. They meet at a plane where holes from the anode recombine with electrons from the cathode.

In the p-zone neglect $n$, and neglect $p$ beside $A(1-f)$. With $y=1-f$, neutrality gives $v=Ay/2$, so $\phi'=-y'/(2y)$. The trapping law gives $p=K(1/y-1)$ and $p'=-Ky'/y^2$. Then

$$p\phi'=-\frac K2\left(\frac1{y^2}-\frac1y\right)y',$$

$$j=-D_p(p'+p\phi')=D_pK\left(\frac3{2y^2}-\frac1{2y}\right)y'.$$

Integrate from $y_a$ at the anode to $y=1$ at the plane:

$$jx_p=D_pK\,G,\qquad G=\frac32\left(\frac1{y_a}-1\right)+\frac12\ln y_a.$$

In the n-zone $f\approx0$ and $v\approx A/2$, so $\phi$ is flat. Electrons move by diffusion, $j=D_nn'$, and $n$ rises linearly from nearly zero at the plane to $n_c$:

$$jx_n=D_nn_c.$$

**Q.** What decides where the plane sits?

**A.** Vacancy conservation. As long as free carriers are few compared with $f_0A$, fixed mean $v$ means fixed mean $f$, so $\int_0^{x_p}f\,dx=f_0L$. Use the equation for $j$ to replace $dx$ by $dy$:

$$f_0L=\frac{D_pK}{j}\int_{y_a}^1(1-y)\left(\frac3{2y^2}-\frac1{2y}\right)dy.$$

The integrand multiplies out to $3/(2y^2)-2/y+1/2$, so the integral is

$$M=\frac32\left(\frac1{y_a}-1\right)+2\ln y_a+\frac12(1-y_a).$$

Substituting $D_pK/j=x_p/G$ gives

$$x_p=f_0L\,\frac GM.$$

One unknown, $y_a$, is left. In the voltage relation put $p_c=n_i^2/n_c$ and $v_c/v_a=1/y_a$:

$$\frac{eU}{kT}=\ln\frac{p_an_c}{n_i^2}-\frac12\ln y_a.$$

**Q.** At what voltage does the cathode end turn n-type?

**A.** When $p_c=n_c=n_i$. At that point $n_c$ is so small compared with $K$ that the n-zone has negligible width. Setting $x_p=L$ gives $M/G=f_0$, whose solution for $f_0=0.30$ is $y_a=0.519$. Then $p_a=K(1/y_a-1)=3.85\times10^{10}$ cm$^{-3}$, and

$$U_{\rm th}=\frac{kT}{e}\left[\ln\frac{p_a}{n_i}-\frac12\ln y_a\right]
=43.1\ {\rm mV}\,(11.53+0.33)=0.51\ {\rm V}.$$

A steady-state solution with Poisson's equation, which does not assume neutrality inside the film, gives $p_c/n_i=1.000$ at this voltage. At 0.1 V less it gives $p_c/n_c=104$, still p-type.

With $N_c=N_v$, $kT\ln(K/n_i)$ is half the gap minus the height of the iron level above the valence band, here 0.5 eV. At fixed temperature and $f_0$, an error of 0.1 eV in the gap moves the threshold by 0.05 V; the same error in the iron level moves it by 0.1 V.

**Q.** Put in 1.3 V, with electron and hole mobilities of 2 and 1 cm$^2$/Vs.

**A.** The solution is $y_a=0.0635$. Then $G=22.12-1.38=20.74$ and $M=22.12-5.51+0.47=17.08$, so

$$x_p=0.30\times1000\ {\rm nm}\times\frac{20.74}{17.08}=364\ {\rm nm}.$$

The anode density is $p_a=14.75K=6.1\times10^{11}$ cm$^{-3}$. Since $D_n/D_p=2$,

$$n_c=\frac{D_p}{D_n}KG\frac{x_n}{x_p}
=\frac{20.74}{2}\,\frac{636}{364}\,K=7.5\times10^{11}\ {\rm cm^{-3}}.$$

The voltage relation returns $28.79+1.38=30.17$, or 1.30 V. The Poisson solution agrees with the width, the two densities and the current to within about 0.2 %.

The vacancy density is $0.032A$ at the anode and $0.500A$ at the cathode. At the cathode $n_c/A$ is only $7.5\times10^{-8}$, so the excess of $v$ over $A/2$ is half that fraction of $A$. Most of the vacancy gain there removes Fe$^{4+}$; a minute remainder sets the electron density.

Of the 1.30 V, 1.24 V is the Fermi-level shift and 0.06 V the electrostatic drop. The electronic current is 4.4 times the hole current of the uniform film at the same voltage. This is not a rise of the total current: at switch-on the vacancies, with charge $+2$ and flux $2D_vv_0u/L$, carry about 18 times the hole current. As their current dies away, the total falls to about 0.23 of its initial value. The numerical output lists the profile.

**Q.** If I keep raising the voltage, does the p-zone spread across the film?

**A.** In this model it does not. When $y_a\to0$, both $G$ and $M$ approach $3/(2y_a)$, so $x_p\to f_0L$: there are enough trapped holes to fill that fraction of the iron. In the same limit $p_a\approx K/y_a$ and

$$n_c\approx\frac{D_p}{D_n}\frac{3K}{2y_a}\frac{1-f_0}{f_0}.$$

Substitution in the voltage relation gives one factor $1/y_a$ from $p_a$, one from $n_c$ and $y_a^{-1/2}$ from the vacancies. Therefore $e^u\propto y_a^{-5/2}$, and $p_a$, $n_c$ and $j$ grow as $e^{2u/5}$. This requires the film to stay neutral at the anode, where few vacancies are left. With $\phi\approx-\frac12\ln y$ and the screening length $\lambda=\sqrt{\varepsilon kT/(e^2A)}=6.4$ nm, the space charge there is small beside $eAy_a$ only if $y_a\gg\lambda^2/(2x_p^2)\approx2\times10^{-4}$. That value is reached near 1.9 V, so the growth law should not be trusted close to or above this voltage. Neutrality fails earlier, from about 1.5 V, in a layer some 10 nm wide at the recombination plane, but this shifts $x_p$ very little. With Poisson's equation the current exceeds the neutral value by 2 % at 1.54 V, 12 % at 1.77 V and 28 % at 1.93 V, and $d\ln j/du$ stays between 0.42 and 0.44 from 1.4 to 2.0 V, a little above the limiting 2/5. Free holes enter the charge balance later, at $y_a\sim\sqrt{K/A}=6\times10^{-5}$.

**Q.** How close is this to a real sample?

**A.** The temperature, doping and material constants are meant as rough values for degradation studies of iron-doped SrTiO$_3$. The starting $f_0$ depends on oxidation and cooling. Perfect blocking is a demanding assumption. The reaction that fills a vacancy with oxygen and creates two holes gives $P_{\rm O_2}^{1/2}\propto p^2/v$. At 1.3 V the equivalent oxygen pressure at the anode is about $10^{8}$ times its starting value, a strong drive for oxygen to escape. At the cathode the same relation gives about $10^{-44}$ of the starting value. That is a formal number, not a pressure one could measure, but it means an even stronger drive for oxygen to enter there. If exchange is fast enough to hold both walls at $v_0$, the polarisation disappears, as in the 0.10 V control; for partial leakage this model gives no number.

Metal contacts also have barriers. With relative permittivity 170 and a depleted charge density of magnitude $eA$, a barrier $V_b=1$ V has a depletion width $\sqrt{2\varepsilon V_b/(eA)}$ of about 43 nm, which is not negligible beside 364 nm. This estimate suits an anode barrier that repels holes, since it repels vacancies too. A cathode barrier that repels electrons attracts vacancies, so once they have settled its space-charge layer is thinner. It also draws vacancies out of the film: next to a bulk at $v=A/2$, a band bending of 0.1 V would hold about 9 % of the film's vacancies and 0.2 V about 80 %. Fixed mean $v$ then no longer means fixed mean $f$ in the bulk, and the formulas for $x_p$ and $U_{\rm th}$ apply only if this stored amount is small or does not change under bias. Any part of the applied voltage lost as a Fermi-level step at the contacts must be subtracted from $U$: a loss of 0.3 V raises the threshold from 0.51 to 0.81 V, other things fixed.

Recombination is not confined to a mathematical plane. For a rough capture coefficient of $10^{-9}$ cm$^3$/s, the electron recombination length is about 30 nm at the anode's Fe$^{4+}$ density. Near the plane Fe$^{4+}$ is scarcer, so electrons penetrate farther, about 45 nm or 12 % of the p-zone; with this finite rate the current at 1.3 V is about 4 % higher. With a rough binding energy of 0.25 eV there would be about 0.2 iron–vacancy pairs per free Fe$^{3+}$, or 0.15 once the vacancies and iron bound in pairs are subtracted from the free ones. A 20 % change in a density shifts its logarithm by 0.18, or 8 mV, though pairing also changes the vacancy balance. Carrier degeneracy is negligible, with densities near $10^{-9}$ of the band values. The calculated steady-state heating is $2\times10^{-4}$ W/cm$^2$, and the nominal field $U/L$ is 0.013 MV/cm, low beside the rough 1 MV/cm scale of oxide-film breakdown.

**Q.** Would an n-type cathode survive if I removed the voltage?

**A.** Not as a steady state of this model. With the contacts at the same Fermi level, $u=0$. The vacancy flux still vanishes in the steady state, so $\ln p-\frac12\ln v$ must be equal at the two ends. This quantity equals $\eta$ up to a constant, and because $j$ is uniform, $\eta'$ has the same sign everywhere. With equal ends, $\eta$ must therefore be constant and $j=0$. Since $\eta$ rises strictly with $p$, the composition is uniform, and conservation returns the film to $v_0$. The n-type region can persist only for as long as the vacancies and the electronic charge take to redistribute.

## Computed results

```
Temperature 500 K, kT/e 43.09 mV, thickness 1000 nm
Fe density 1.0e+19 cm^-3, initial Fe4+ fraction 0.30
Gap 3.0 eV, Fe level above valence band 1.0 eV
Band densities Nc = Nv 5.0e+20 cm^-3, permittivity 170
Mobility electrons 2.0, holes 1.0 cm2/Vs
Vacancy diffusivity 1.0e-09 cm2/s
K 4.163e+10 cm^-3, ni 3.799e+05 cm^-3
Initial v 3.500e+18, p 1.784e+10 cm^-3
Initial n 8.088e+00 cm^-3
--- Time-dependent run at 0.10 V
Fe4+ fraction anode: run 0.4433, formula 0.4433
Fe4+ fraction cathode: run 0.0908, formula 0.0908
Voltage from end compositions 0.10000 V
Time to 90 % of final Fe4+ contrast 0.1 s
Exchanging electrodes: largest |v-v0|/A left 1.6e-15
--- Threshold for an n-type cathode
Formula: threshold 0.5108 V, anode y 0.5194
Poisson at threshold: cathode p/ni 1.0001
Poisson at 0.4108 V: cathode p/n 103.7
--- Steady state at 1.30 V (Poisson | formula)
p-zone width 364.3 | 364.5 nm
Anode p 6.130e+11 | 6.135e+11 cm^-3
Cathode n 7.533e+11 | 7.524e+11 cm^-3
Scaled current J 56.95 | 56.87
Anode y = 1-f 0.0636 | 0.0635
Anode n 2.354e-01, cathode p 1.916e-01 cm^-3
v/A anode 0.0318, cathode 0.5000
Cathode n/A 7.53e-08
Electrostatic drop 0.0594 V
Fermi-level shift in gap 1.2406 eV
x (nm)   v/A     Fe4+    p (cm^-3)   n (cm^-3)
     0  0.0318  0.9364  6.130e+11  2.354e-01
   200  0.0634  0.8737  2.880e+11  5.010e-01
   300  0.1297  0.7432  1.205e+11  1.198e+00
   500  0.5000  0.0000  8.985e-01  1.606e+11
   800  0.5000  0.0000  2.795e-01  5.162e+11
  1000  0.5000  0.0000  1.916e-01  7.533e+11
Electronic current: start 3.72e-05, end 1.64e-04 A/cm2
Current rise factor 4.40
--- Neglected or idealised effects
Screening length sqrt(eps kT/(e^2 A)) 6.36 nm
Mean field 0.0130, peak 0.0069 MV/cm
Depletion width of a 1.0 V contact barrier 43.3 nm
Electron recombination length 30.3 nm (capture 1e-09 cm3/s)
Fe-vacancy pairs per free Fe3+ 0.20 (binding 0.25 eV)
Degeneracy: p_a/Nv 1.2e-09, n_c/Nc 1.5e-09
Joule heat 2.1e-04 W/cm2
Anode oxygen activity (as pressure) up by 10^8.2
```
